# Transamination of a Metal Amide with Removal of the Released Amine: test program

```python
"""
Result under test: for M-A + HB <=> M-B + HA with K = 0.01 and equal
initial amounts of M-A and HB, conversion is 1/11 in a closed vessel and
(3 - sqrt(5))/2 when free HA is held at 0.01 of the initial metal level.

K: equilibrium constant; x: fraction of metal converted to M-B;
held: free HA concentration divided by initial metal concentration.
HA is the released amine (dimethylamine), HB the incoming amine
(dibutylamine). K is chosen; solvent and vapour data are rough values.
"""
import numpy as np
from math import comb, log, sqrt
from scipy.constants import R, atm, torr
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy

K = 0.01
held = 0.01
metal0 = 0.50             # mol/L
temperature = 298.15      # K
warm_temperature = 333.15 # K
solvent_molarity = 9.4    # mol/L, toluene, rough
p_released = 1500.0       # Torr, pure dimethylamine, rough
p_incoming = 2.0          # Torr, pure dibutylamine, rough
p_solvent = 30.0          # Torr, pure toluene, rough
released_volume = 0.07    # L/mol, liquid dimethylamine, rough


def closed_conversion(constant):
    return sqrt(constant) / (1 + sqrt(constant))


def open_conversion(constant, level):
    q = level / constant
    return 1 + q / 2 - sqrt(q + q * q / 4)


def minimum_free_energy(constant, level=None):
    """Minimize ideal free energy / RT; level=None means closed."""
    def energy(x):
        value = 2 * (xlogy(1 - x, 1 - x) - (1 - x))
        value += xlogy(x, x) - x - x * log(constant)
        if level is None:
            value += xlogy(x, x) - x
        else:
            value += x * log(level)
        return value
    return minimize_scalar(energy, bounds=(1e-9, 1 - 1e-9),
                           method="bounded", options={"xatol": 1e-10}).x


x_closed = closed_conversion(K)
x_open = open_conversion(K, held)
assert abs(x_closed - 1 / 11) < 1e-12
assert abs(x_open - (3 - sqrt(5)) / 2) < 1e-12
for constant in (0.002, K, 0.3):
    assert abs(minimum_free_energy(constant)
               - closed_conversion(constant)) < 2e-6
    for level in (0.003, held, 0.2):
        assert abs(minimum_free_energy(constant, level)
                   - open_conversion(constant, level)) < 2e-6

# Removal helps only below the closed-vessel level of released amine.
assert abs(minimum_free_energy(K, x_closed) - x_closed) < 2e-6
assert minimum_free_energy(K, 0.2) < x_closed
assert minimum_free_energy(K, 0.05) > x_closed


def slope(level):
    x = open_conversion(K, level)
    return -x / (level + 2 * K * (1 - x))


step = 1e-3
numerical_slope = (minimum_free_energy(K, held + step)
                   - minimum_free_energy(K, held - step)) / (2 * step)
assert abs(numerical_slope / slope(held) - 1) < 0.02  # finite step

# Mass-action kinetics, first closed and then joined to an HA reservoir.
forward = 1.0             # L/(mol s), sets only the time scale
backward = forward / K


def kinetics(time, state, exchange):
    product, free_released, removed = state
    reactant = metal0 - product
    rate = forward * reactant**2 - backward * product * free_released
    outflow = exchange * (free_released - held * metal0)
    return [rate, rate - outflow, outflow]


closed_run = solve_ivp(kinetics, (0, 60), [0, 0, 0], args=(0.0,),
                       method="LSODA", rtol=1e-9, atol=1e-12)
assert closed_run.success
assert abs(closed_run.y[0, -1] / metal0 - x_closed) < 1e-6
for exchange in (1.0, 10.0):
    run = solve_ivp(kinetics, (0, 400), closed_run.y[:, -1],
                    args=(exchange,), method="LSODA",
                    rtol=1e-9, atol=1e-12)
    assert run.success
    assert abs(run.y[0, -1] / metal0 - x_open) < 1e-6
    assert abs(run.y[2, -1] / metal0 - (x_open - held)) < 1e-6

target = 0.90
target_level = K * (1 - target)**2 / target
assert abs(minimum_free_energy(K, target_level) - target) < 2e-6

# Sweeping with reaction and vapour equilibrium at every instant.


def swept_conversion(removed, lost):
    b = K * (2 - lost) - removed
    return (-b + sqrt(b*b + 4*(1-K)*K*(1-lost))) / (2*(1-K))


def sweep(volatility_ratio):
    def change(gas, state):
        removed, lost = state
        x = swept_conversion(removed, lost)
        return [x - removed, volatility_ratio * (1 - x - lost)]

    def reached(gas, state):
        return swept_conversion(*state) - state[0] - held
    reached.terminal = True
    result = solve_ivp(change, (0, 200), [0, 0], events=reached,
                       rtol=1e-9, atol=1e-12)
    assert result.status == 1
    removed, lost = result.y_events[0][0]
    return result.t_events[0][0], lost, swept_conversion(removed, lost)


gas_ideal, _, x_sweep_ideal = sweep(0.0)
gas_integral = quad(lambda level: (1 - slope(level)) / level,
                    held, x_closed)[0]
assert abs(x_sweep_ideal - x_open) < 1e-6
assert abs(gas_ideal / gas_integral - 1) < 1e-5
gas_real, incoming_lost, x_sweep = sweep(p_incoming / p_released)
assert 0 < x_open - x_sweep < 0.02
gas_moles = gas_real * solvent_molarity * (atm / torr) / p_released
gas_litres = gas_moles * R * temperature / atm * 1000
solvent_lost = gas_real * p_solvent / p_released

# Four equivalent independent sites; first-step constant remains K.
sites = 4
site_constant = K / sites


def species(free_incoming):
    weights = np.array([comb(sites, j)
                        * (site_constant * free_incoming / held)**j
                        for j in range(sites + 1)])
    return weights / weights.sum()


def amine_balance(free_incoming):
    return (free_incoming
            + np.dot(np.arange(sites + 1), species(free_incoming)) - 1)


free_four = brentq(amine_balance, 0, 1)
fractions = species(free_four)
y_explicit = np.dot(np.arange(sites + 1), fractions)
a2 = site_constant
a1 = -(site_constant * (sites + 1) + held)
a0 = site_constant * sites
y_formula = (-a1 - sqrt(a1*a1 - 4*a2*a0)) / (2*a2)
assert abs(y_explicit - y_formula) < 1e-9

# Remaining effects for the example's own numbers.
gibbs = -R * temperature * log(K) / 1000
K_warm = np.exp(-gibbs * 1000 / (R * warm_temperature))
removed_molarity = (x_open - held) * metal0
volume_ratio = 1 - removed_molarity * released_volume
x_shrunk = open_conversion(K, held * volume_ratio)
pressure_held = held * metal0 / solvent_molarity * p_released
pressure_closed = x_closed * metal0 / solvent_molarity * p_released
check_K = x_open * held / (1 - x_open)**2


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("equilibrium constant", K)
show("held HA / initial metal", held)
show("initial metal = initial incoming amine", metal0, "mol/L")
show("temperature", temperature, "K", 5)
show("standard reaction Gibbs energy", gibbs, "kJ/mol")
show("closed conversion", 100*x_closed, "percent")
show("open conversion", 100*x_open, "percent")
show("conversion ratio open/closed", x_open/x_closed)
show("rejected root for x", (3+sqrt(5))/2)
show("K from substituting open result", check_K)
show("closed: M-B = free HA", x_closed*metal0, "mol/L")
show("closed: M-A = HB", (1-x_closed)*metal0, "mol/L")
show("open: M-B", x_open*metal0, "mol/L")
show("open: M-A = HB", (1-x_open)*metal0, "mol/L")
show("open: free HA", held*metal0, "mol/L")
show("HA removed per litre", removed_molarity, "mol/L")
show("HA removed / initial metal", x_open-held)
show("slope dx/d(held) at held level", slope(held))
show("HA level for 90 percent / initial metal", target_level)
show("HA level for 90 percent", target_level*metal0, "mol/L")
print("Rough inputs and sizes of neglected effects")
show("toluene molarity", solvent_molarity, "mol/L")
show("pure dimethylamine pressure", p_released, "Torr")
show("pure dibutylamine pressure", p_incoming, "Torr")
show("pure toluene pressure", p_solvent, "Torr")
show("dimethylamine molar volume", released_volume, "L/mol")
show("HA pressure, closed equilibrium", pressure_closed, "Torr", 2)
show("HA pressure, held level", pressure_held, "Torr", 2)
show("conversion, held level halved",
     100*open_conversion(K, held/2), "percent")
show("conversion, held level doubled",
     100*open_conversion(K, held*2), "percent")
show("warm temperature", warm_temperature, "K", 5)
show("K when warm, zero reaction entropy", K_warm, digits=3)
show("closed conversion when warm",
     100*closed_conversion(K_warm), "percent", 3)
show("open conversion when warm",
     100*open_conversion(K_warm, held), "percent", 3)
show("volume shrinkage", 100*(1-volume_ratio), "percent", 2)
show("conversion with shrinkage", 100*x_shrunk, "percent", 3)
show("incoming amine lost in sweep", 100*incoming_lost, "percent", 2)
show("conversion with that loss", 100*x_sweep, "percent", 3)
show("exit gas per litre solution at 1 atm", gas_litres, "L", 2)
show("toluene lost without pre-saturation",
     100*solvent_lost, "percent", 2)
show("four sites: site constant", site_constant)
show("four sites: exchanged ligands per metal", y_explicit, digits=3)
show("four sites: metal with one exchanged",
     100*fractions[1], "percent", 3)
show("four sites: metal with two or more exchanged",
     100*fractions[2:].sum(), "percent", 3)
show("four sites: metal with at least one exchanged",
     100*(1-fractions[0]), "percent", 3)
print("done: every assertion held")
```

Printed output:

```
equilibrium constant: 0.01
held HA / initial metal: 0.01
initial metal = initial incoming amine: 0.5 mol/L
temperature: 298.15 K
standard reaction Gibbs energy: 11.42 kJ/mol
closed conversion: 9.091 percent
open conversion: 38.2 percent
conversion ratio open/closed: 4.202
rejected root for x: 2.618
K from substituting open result: 0.01
closed: M-B = free HA: 0.04545 mol/L
closed: M-A = HB: 0.4545 mol/L
open: M-B: 0.191 mol/L
open: M-A = HB: 0.309 mol/L
open: free HA: 0.005 mol/L
HA removed per litre: 0.186 mol/L
HA removed / initial metal: 0.372
slope dx/d(held) at held level: -17.08
HA level for 90 percent / initial metal: 0.0001111
HA level for 90 percent: 5.556e-05 mol/L
Rough inputs and sizes of neglected effects
toluene molarity: 9.4 mol/L
pure dimethylamine pressure: 1500 Torr
pure dibutylamine pressure: 2 Torr
pure toluene pressure: 30 Torr
dimethylamine molar volume: 0.07 L/mol
HA pressure, closed equilibrium: 7.3 Torr
HA pressure, held level: 0.8 Torr
conversion, held level halved: 50 percent
conversion, held level doubled: 26.79 percent
warm temperature: 333.15 K
K when warm, zero reaction entropy: 0.0162
closed conversion when warm: 11.3 percent
open conversion when warm: 46.5 percent
volume shrinkage: 1.3 percent
conversion with shrinkage: 38.4 percent
incoming amine lost in sweep: 1.5 percent
conversion with that loss: 37.8 percent
exit gas per litre solution at 1 atm: 1.8e+03 L
toluene lost without pre-saturation: 30 percent
four sites: site constant: 0.0025
four sites: exchanged ligands per metal: 0.469
four sites: metal with one exchanged: 32.3 percent
four sites: metal with two or more exchanged: 7.01 percent
four sites: metal with at least one exchanged: 39.3 percent
done: every assertion held
```
